# Spin waves, Goldstone modes and moment reduction of the 120-degree triangular antiferromagnet: a program that tests the result

```python
"""Linear spin waves of the triangular-lattice Heisenberg antiferromagnet.

H = J sum_<ij> S_i.S_j, J > 0, expanded about the 120-degree state.
Results under test (hbar = 1, lattice spacing a = 1):
  omega(k) = 3 J S sqrt((1 - gamma)(1 + 2 gamma)),
  gamma = [cos p1 + cos p2 + cos(p1 + p2)]/3, p1 = k.a1, p2 = k.a2,
  zeros only at k = 0 and the two zone corners +K, -K,
  moment = S - dS, dS = zone average of
  [(1 + gamma/2)/sqrt((1 - gamma)(1 + 2 gamma)) - 1]/2, about 0.261.
Energies are computed with J = S = 1, so they are in units of J S.
"""
import numpy as np

TWO_PI = 2 * np.pi
K_PHASE = TWO_PI / 3          # both phases p1 and p2 at the corner K


def gamma(p1, p2):
    return (np.cos(p1) + np.cos(p2) + np.cos(p1 + p2)) / 3


def omega(p1, p2):
    g = gamma(p1, p2)
    return 3 * np.sqrt(np.maximum((1 - g) * (1 + 2 * g), 0))


def boson_number(p1, p2):
    g = gamma(p1, p2)
    return 0.5 * (3 * (1 + g / 2) / omega(p1, p2) - 1)


# ---- classical spins on a periodic cluster -------------------------------
L = 6
N = L * L
n1, n2 = [m.ravel() for m in np.meshgrid(range(L), range(L), indexing="ij")]


def shifted(d1, d2):
    return ((n1 + d1) % L) * L + (n2 + d2) % L


adjacency = np.zeros((N, N))
for d1, d2 in [(1, 0), (0, 1), (-1, -1), (-1, 0), (0, -1), (1, 1)]:
    adjacency[np.arange(N), shifted(d1, d2)] += 1


def energy(spins):
    return 0.5 * np.sum(spins * (adjacency @ spins))


def torque(spins):
    return np.cross(adjacency @ spins, spins)


# The energy is a sum of squares over triangles: check on random spins
rng = np.random.default_rng(4)
random_spins = rng.normal(size=(N, 3))
random_spins /= np.linalg.norm(random_spins, axis=1)[:, None]
triangle_energy = 0.0
for step in [(1, 0), (0, 1)]:
    total = (random_spins + random_spins[shifted(*step)]
             + random_spins[shifted(1, 1)])
    triangle_energy += 0.25 * np.sum(np.sum(total**2, axis=1) - 3)
assert abs(triangle_energy - energy(random_spins)) < 1e-10

angle = K_PHASE * (n1 + n2)
zero = np.zeros(N)
order = np.stack([np.cos(angle), np.sin(angle), zero], axis=1)
in_plane = np.stack([-np.sin(angle), np.cos(angle), zero], axis=1)
normal = np.stack([zero, zero, zero + 1], axis=1)
classical_energy = energy(order) / N
assert abs(classical_energy + 1.5) < 1e-12
assert np.max(np.abs(torque(order))) < 1e-12

# Linearized motion; central differences are exact for a quadratic torque
motion = np.zeros((2 * N, 2 * N))
for block, axis in enumerate([in_plane, normal]):
    for site in range(N):
        change = np.zeros((N, 3))
        change[site] = 0.5 * axis[site]
        rate = torque(order + change) - torque(order - change)
        column = block * N + site
        motion[:N, column] = np.sum(rate * in_plane, axis=1)
        motion[N:, column] = np.sum(rate * normal, axis=1)

q1, q2 = TWO_PI * n1 / L, TWO_PI * n2 / L
g_cluster = gamma(q1, q2)
stiff_out = np.linalg.eigvalsh(motion[:N, N:])
stiff_in = np.linalg.eigvalsh(-motion[N:, :N])
assert np.allclose(stiff_out, np.sort(3 * (1 + 2 * g_cluster)), atol=1e-9)
assert np.allclose(stiff_in, np.sort(3 * (1 - g_cluster)), atol=1e-9)
squares = np.linalg.eigvals(-motion @ motion)
assert np.max(np.abs(squares.imag)) < 1e-7
expected = np.sort(np.repeat(omega(q1, q2)**2, 2))
frequency_error = np.max(np.abs(np.sort(squares.real) - expected))
assert frequency_error < 1e-7

# Global rotations span the null space; find their wavevectors
null_count = int(np.sum(np.linalg.svd(motion, compute_uv=False) < 1e-9))
assert null_count == 3
corner_weights = []
for rotation_axis in np.eye(3):
    tilt = np.cross(rotation_axis, order)
    x_part = np.sum(tilt * in_plane, axis=1)
    y_part = np.sum(tilt * normal, axis=1)
    assert np.max(np.abs(motion @ np.concatenate([x_part, y_part]))) < 1e-10
    if rotation_axis[2] == 1:
        assert np.ptp(x_part) < 1e-12 and np.max(np.abs(y_part)) < 1e-12
    else:
        assert np.max(np.abs(x_part)) < 1e-12
        power = np.abs(np.fft.fft2(y_part.reshape(L, L)))**2
        at_corners = power[L // 3, L // 3] + power[-L // 3, -L // 3]
        corner_weights.append(at_corners / power.sum())
assert np.allclose(corner_weights, 1, atol=1e-12)

# ---- zeros and maximum on a fine mesh ------------------------------------
M = 300
f1, f2 = np.meshgrid(np.arange(M) / M, np.arange(M) / M, indexing="ij")
mesh_omega = omega(TWO_PI * f1, TWO_PI * f2)
zeros = np.argwhere(mesh_omega < 1e-5) / M
assert len(zeros) == 3
assert np.allclose(zeros, [[0, 0], [1 / 3, 1 / 3], [2 / 3, 2 / 3]])
band_top = mesh_omega.max()
assert abs(band_top - 9 / (2 * np.sqrt(2))) < 1e-4
lattice = np.array([[1, 0], [-0.5, np.sqrt(3) / 2]])
K_vector = np.linalg.solve(lattice, [K_PHASE, K_PHASE])


# ---- independent three-sublattice Bogoliubov calculation -----------------
def three_sublattice(p1, p2):
    """Return the three mode energies and the mean boson number per site."""
    p1, p2 = np.broadcast_arrays(p1, p2)
    hop = np.exp(1j * p1) + np.exp(1j * p2) + np.exp(-1j * (p1 + p2))
    exchange = np.zeros(p1.shape + (3, 3), complex)
    for s in range(3):
        exchange[..., s, (s + 1) % 3] = hop
        exchange[..., (s + 1) % 3, s] = hop.conj()
    t = K_PHASE * np.arange(3)
    z = np.stack([np.cos(t), np.sin(t), 0 * t], axis=1)
    u = np.stack([-np.sin(t), np.cos(t), 1j + 0 * t], axis=1)
    onsite = np.diag(-np.sum(3 * (1 - np.eye(3)) * (z @ z.T), axis=1))
    h = np.zeros(p1.shape + (6, 6), complex)
    h[..., :3, :3] = 0.5 * exchange * (u @ u.conj().T) + onsite
    h[..., :3, 3:] = 0.5 * exchange * (u @ u.T)
    h[..., 3:, :3] = 0.5 * exchange * (u.conj() @ u.conj().T)
    h[..., 3:, 3:] = 0.5 * exchange * (u.conj() @ u.T) + onsite
    lower = np.linalg.cholesky(h)
    upper = np.swapaxes(lower.conj(), -1, -2)
    metric = np.diag([1, 1, 1, -1, -1, -1])
    values, vectors = np.linalg.eigh(upper @ metric @ lower)
    scaled = vectors * np.sqrt(np.abs(values))[..., None, :]
    transform = np.linalg.solve(upper, scaled)
    number = np.sum(np.abs(transform[..., :3, :3])**2, axis=(-1, -2)) / 3
    return values[..., 3:], number


r1, r2 = rng.uniform(0, TWO_PI, size=(2, 40))
folded = np.stack([omega(r1 + s * K_PHASE, r2 + s * K_PHASE)
                   for s in (-1, 0, 1)], axis=-1)
bands, _ = three_sublattice(r1, r2)
assert np.allclose(bands, np.sort(folded, axis=-1), atol=1e-8)

# Velocities of the three folded modes in several directions
q = 1e-3
direction = np.linspace(0.1, 3.0, 7)
small1 = q * np.cos(direction)
small2 = q * (-0.5 * np.cos(direction) + np.sqrt(3) / 2 * np.sin(direction))
slopes = three_sublattice(small1, small2)[0] / q
c_corner_all, c_zero_all = slopes[:, :2].mean(axis=1), slopes[:, 2]
assert np.allclose(c_zero_all, 3 * np.sqrt(3) / 2, atol=1e-5)
assert np.allclose(c_corner_all, 3 * np.sqrt(6) / 4, atol=1e-5)
assert np.allclose(slopes[:, 0], slopes[:, 1], atol=5e-3)
c_zero, c_corner = c_zero_all.mean(), c_corner_all.mean()

# Strength of the 1/q divergence; the finite part leaves an error of order q
tail_zero = np.mean(q * boson_number(small1, small2))
tail_corner = np.mean(q * boson_number(small1 + K_PHASE, small2 + K_PHASE))
assert abs(tail_zero - np.sqrt(3) / 2) < 2e-3
assert abs(tail_corner - np.sqrt(6) / 4) < 2e-3


# ---- moment reduction by quadrature with the divergence removed ----------
def corner_contributions(order_gauss):
    nodes, weights = np.polynomial.legendre.leggauss(order_gauss)
    nodes, weights = (nodes + 1) / 2, weights / 2
    s, t = np.meshgrid(nodes, nodes, indexing="ij")
    w = np.outer(weights, weights)
    corners = K_PHASE * np.array([[0, 0], [1, 1], [2, -1]])
    centre = corners.mean(axis=0)
    parts = []
    for c in range(3):
        part = 0.0
        for other in {0, 1, 2} - {c}:
            edge = (corners[other] - corners[c]) / 2
            inward = centre - corners[c]
            p = [corners[c][i] + s * ((1 - t) * edge[i] + t * inward[i])
                 for i in range(2)]
            part += np.sum(w * 2 * s * boson_number(*p)) / 6
        parts.append(part)
    return np.array(parts)


parts = corner_contributions(24)
reduction = parts.sum()
quadrature_change = abs(reduction - corner_contributions(16).sum())
assert quadrature_change < 1e-7


def mesh_reduction(size):
    p = TWO_PI * (np.arange(size) + 0.5) / size
    return three_sublattice(p[:, None], p[None, :])[1].mean()


coarse, fine = mesh_reduction(36), mesh_reduction(72)
extrapolated = 2 * fine - coarse      # removes the error proportional to 1/L
assert abs(extrapolated - reduction) < 1e-4
assert abs(reduction - 0.261) < 5e-4

# ---- printed results -----------------------------------------------------
print(f"classical energy per site: {classical_energy:.4f} J S^2")
print(f"null vectors of linearized motion: {null_count}")
print(f"largest error of omega^2, 6x6 cluster: {frequency_error:.1e} (J S)^2")
for number, point in enumerate(zeros, 1):
    print(f"zero {number}: p1/2pi = {point[0]:.4f}, p2/2pi = {point[1]:.4f}")
print(f"corner K: ({K_vector[0]:.4f}, {K_vector[1]:.4f}) 1/a")
print(f"length of K: {np.linalg.norm(K_vector):.4f} 1/a")
print(f"weight of out-of-plane rotations at +-K: {min(corner_weights):.4f}")
print(f"velocity at k = 0: {c_zero:.4f} J S a/hbar")
print(f"velocity at +-K: {c_corner:.4f} J S a/hbar")
print(f"velocity ratio: {c_zero / c_corner:.4f}")
print(f"energy at edge midpoint M: {omega(np.pi, 0.0):.4f} J S")
print(f"band top: {band_top:.4f} J S")
print(f"q times boson number near k = 0: {tail_zero:.3f} 1/a")
print(f"q times boson number near K: {tail_corner:.3f} 1/a")
print(f"share of dS from region around k = 0: {parts[0]:.5f}")
print(f"share of dS from region around K: {parts[1]:.5f}")
print(f"share of dS from region around -K: {parts[2]:.5f}")
print(f"moment reduction dS: {reduction:.6f}")
print(f"change of dS from 16 to 24 Gauss points: {quadrature_change:.1e}")
print(f"dS, three sublattices, 36x36 mesh: {coarse:.5f}")
print(f"dS, three sublattices, 72x72 mesh: {fine:.5f}")
print(f"dS, three sublattices, extrapolated: {extrapolated:.5f}")
for spin in (0.5, 1.0, 1.5, 2.5):
    moment = spin - reduction
    print(f"S = {spin}: moment {moment:.4f}, "
          f"{100 * moment / spin:.1f} percent of S")
print("tests ok")
```

Printed output:

```
classical energy per site: -1.5000 J S^2
null vectors of linearized motion: 3
largest error of omega^2, 6x6 cluster: 3.4e-14 (J S)^2
zero 1: p1/2pi = 0.0000, p2/2pi = 0.0000
zero 2: p1/2pi = 0.3333, p2/2pi = 0.3333
zero 3: p1/2pi = 0.6667, p2/2pi = 0.6667
corner K: (2.0944, 3.6276) 1/a
length of K: 4.1888 1/a
weight of out-of-plane rotations at +-K: 1.0000
velocity at k = 0: 2.5981 J S a/hbar
velocity at +-K: 1.8371 J S a/hbar
velocity ratio: 1.4142
energy at edge midpoint M: 2.0000 J S
band top: 3.1820 J S
q times boson number near k = 0: 0.866 1/a
q times boson number near K: 0.612 1/a
share of dS from region around k = 0: 0.11539
share of dS from region around K: 0.07295
share of dS from region around -K: 0.07295
moment reduction dS: 0.261303
change of dS from 16 to 24 Gauss points: 1.1e-14
dS, three sublattices, 36x36 mesh: 0.25006
dS, three sublattices, 72x72 mesh: 0.25568
dS, three sublattices, extrapolated: 0.26130
S = 0.5: moment 0.2387, 47.7 percent of S
S = 1.0: moment 0.7387, 73.9 percent of S
S = 1.5: moment 1.2387, 82.6 percent of S
S = 2.5: moment 2.2387, 89.5 percent of S
tests ok
```
